# Singlet–triplet ordering in the static Tamm-Dancoff Bethe-Salpeter equation

## Theorem

Consider the static Bethe-Salpeter equation in the Tamm-Dancoff approximation, for a closed-shell system with a finite set of \(N\) occupied-virtual orbital pairs. Let \(A^T\) and \(A^S\) be its triplet and singlet matrices, and let

\[
\Omega_1^T\le\Omega_2^T\le\dots\le\Omega_N^T,\qquad
\Omega_1^S\le\Omega_2^S\le\dots\le\Omega_N^S
\]

be their eigenvalues, repeated according to multiplicity. Then

\[
\boxed{\;\Omega_k^S\ \ge\ \Omega_k^T\qquad (k=1,\dots,N).\;}
\]

The reason is that \(A^S=A^T+2V\), where the exchange matrix \(V\) is positive semidefinite: \(x^\dagger Vx\ge 0\) for every vector \(x\).

"Corresponding" singlets and triplets are those of equal rank \(k\). They need not have the same orbital character. The three spin components of a triplet count as one level in this list.

**Assumptions.**

1. Spin-up and spin-down electrons share the same spatial orbitals, with the same occupations and quasiparticle energies. There is no spin-orbit coupling.
2. The screened interaction \(W(\mathbf r,\mathbf r')\) is real, static, independent of spin, and the same in both channels.
3. The exchange term contains the bare Coulomb interaction.
4. The orbitals are localized and orthonormal, as for a molecule in a Gaussian basis.

Atomic units are used in the derivation, so the Coulomb interaction is \(1/|\mathbf r-\mathbf r'|\). Energies in the examples are in eV.

## The matrix and its spin structure

Let \(i,j\) label occupied and \(a,b\) virtual spatial orbitals, with energies \(\varepsilon\). A basis excitation removes an electron of spin \(\sigma\) from \(i\) and adds one of spin \(\tau\) to \(a\). The equation under study is the eigenvalue problem of

\[
H_{i\sigma a\tau,\;j\sigma' b\tau'}
=\delta_{\sigma\sigma'}\delta_{\tau\tau'}\left(D-W\right)_{ia,jb}
+\delta_{\sigma\tau}\delta_{\sigma'\tau'}V_{ia,jb},
\]

with \(D_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}\) and

\[
W_{ia,jb}=\iint \phi_a^*(\mathbf r)\phi_b(\mathbf r)\,W(\mathbf r,\mathbf r')\,
\phi_i(\mathbf r')\phi_j^*(\mathbf r')\,d\mathbf r\,d\mathbf r',
\]

\[
V_{ia,jb}=\iint \phi_i(\mathbf r)\phi_a^*(\mathbf r)\,\frac{1}{|\mathbf r-\mathbf r'|}\,
\phi_j^*(\mathbf r')\phi_b(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\]

The spin deltas follow from which orbitals share a coordinate. In \(W\), the electron orbitals \(a,b\) meet at one point and the hole orbitals \(i,j\) at the other, so each particle keeps its spin. In \(V\), the orbitals \(i,a\) meet at one point, and the spin sum there vanishes unless \(\sigma=\tau\). The same holds for \(j,b\).

Both matrices are Hermitian. For \(V\), complex conjugation combined with exchange of the names \(\mathbf r,\mathbf r'\) gives \(V_{jb,ia}^*=V_{ia,jb}\). For \(W\), conjugation alone suffices because \(W(\mathbf r,\mathbf r')\) is real.

### Lemma 1 (spin reduction)

*The spectrum of \(H\) consists of the eigenvalues of \(A^S=D-W+2V\), once each, and those of \(A^T=D-W\), three times each.*

*Proof.* Order the spin pairs \((\sigma,\tau)\) as \(\uparrow\uparrow,\uparrow\downarrow,\downarrow\uparrow,\downarrow\downarrow\), and set \(u=(1,0,0,1)^T\). The factor \(\delta_{\sigma\tau}\delta_{\sigma'\tau'}\) is the matrix \(uu^T\), so

\[
H=\mathbf 1_4\otimes(D-W)+uu^T\otimes V .
\]

Since \(uu^Tu=(u^Tu)\,u=2u\), the vector \(u/\sqrt2\) has eigenvalue 2. Every spin vector orthogonal to \(u\) has eigenvalue 0, and there are three independent ones. On these four spin vectors \(H\) becomes \(D-W+2V\) once and \(D-W\) three times.

It remains to identify the total spin. The vector \(u/\sqrt2\) belongs to the operator \(\sum_\sigma c^\dagger_{a\sigma}c_{i\sigma}/\sqrt2\). A spin rotation is a unitary mixing of \(\uparrow\) and \(\downarrow\), and it leaves this sum unchanged. Acting on a closed-shell singlet, the operator therefore gives a singlet.

The operator \(c^\dagger_{a\uparrow}c_{i\downarrow}\) gives a state with \(M_S=1\). Two singly occupied orbitals cannot have total spin above 1, so this state is a triplet. With \(S_-=\sum_p c^\dagger_{p\downarrow}c_{p\uparrow}\),

\[
[S_-,c^\dagger_{a\uparrow}c_{i\downarrow}]
=c^\dagger_{a\downarrow}c_{i\downarrow}-c^\dagger_{a\uparrow}c_{i\uparrow}.
\]

This is the combination of \(\uparrow\uparrow\) and \(\downarrow\downarrow\) orthogonal to \(u\). Lowering once more gives \(c^\dagger_{a\downarrow}c_{i\uparrow}\), up to a factor. The three vectors orthogonal to \(u\) are thus the three triplet components. \(\square\)

The factor 2 has a direct meaning. In a singlet both spin species contribute the same transition density, and the contributions add. In a triplet with \(M_S=0\) they cancel, and in the other two components the spin flip leaves no charge transition density. The exchange term acts on the charge transition density alone.

## Positivity of exchange

### Lemma 2

*For every vector \(x\), \(x^\dagger Vx\ge0\). Equality holds if and only if the transition density*

\[
\rho_x(\mathbf r)=\sum_{ia}x_{ia}\,\phi_i^*(\mathbf r)\phi_a(\mathbf r)
\]

*vanishes everywhere.*

*Proof.* Insert the definition of \(V\). The sum over \(ia\) with \(x_{ia}^*\) builds \(\rho_x^*(\mathbf r)\), and the sum over \(jb\) builds \(\rho_x(\mathbf r')\):

\[
x^\dagger Vx=\iint\frac{\rho_x^*(\mathbf r)\rho_x(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
\]

The density \(\rho_x\) changes sign in space, so the sign of this integral cannot be read off in real space. In Fourier space it can. For \(\mu>0\), the angular integral gives

\[
\int \frac{e^{-\mu r}}{r}e^{-i\mathbf q\cdot\mathbf r}d\mathbf r
=\frac{4\pi}{q}\int_0^\infty e^{-\mu r}\sin(qr)\,dr=\frac{4\pi}{q^2+\mu^2}.
\]

Hence

\[
\frac{e^{-\mu|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}
=\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2+\mu^2}\,e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}.
\]

Define \(\tilde\rho_x(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}\rho_x(\mathbf r)\,d\mathbf r\). The \(\mathbf r\) integral of \(\rho_x^*e^{i\mathbf q\cdot\mathbf r}\) is \(\tilde\rho_x^*(\mathbf q)\), and the \(\mathbf r'\) integral of \(\rho_xe^{-i\mathbf q\cdot\mathbf r'}\) is \(\tilde\rho_x(\mathbf q)\). As \(\mu\to0\) the integrand grows monotonically to its limit, so

\[
x^\dagger Vx=\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\,|\tilde\rho_x(\mathbf q)|^2\ \ge 0 .
\]

The point \(q=0\) causes no divergence, because \(d^3q\) supplies a factor \(q^2\). Since \(4\pi/q^2>0\), the integral vanishes only if \(\tilde\rho_x=0\), which means \(\rho_x=0\). \(\square\)

### Remark: positive matrix elements are not enough

Positive semidefiniteness concerns all superpositions of transitions. Take two transitions with

\[
A^T=\begin{pmatrix}2.0&0\\0&2.1\end{pmatrix}\text{eV},\qquad
K=\begin{pmatrix}0.1&0.3\\0.3&0.1\end{pmatrix}\text{eV}.
\]

Every element of \(K\) is positive, but its eigenvalues are \(0.1\pm0.3\) eV, and one of them is negative. The lowest eigenvalue of \(A^T+2K\) is

\[
2.25-\sqrt{0.05^2+0.6^2}=1.648\ \text{eV},
\]

which lies below the lowest triplet at 2.0 eV. A Coulomb exchange matrix cannot have this form. Positivity requires a non-negative determinant for each pair of transitions, hence \(|V_{12}|^2\le V_{11}V_{22}\), and \(K\) violates this.

## Proof of the ordering

### Lemma 3 (dimension count)

*Let \(A\) be Hermitian with eigenvalues \(\lambda_1\le\dots\le\lambda_N\), and let \(\mathcal S\) be a subspace of dimension \(k\). Then*

\[
\max_{x\in\mathcal S,\ \|x\|=1}x^\dagger Ax\ \ge\ \lambda_k .
\]

*Proof.* Let \(u_1,\dots,u_N\) be orthonormal eigenvectors of \(A\). The span of \(u_k,\dots,u_N\) has dimension \(N-k+1\). Together with \(\dim\mathcal S=k\) this makes \(N+1\), more than the whole space can hold independently. The two subspaces therefore share a unit vector \(x=\sum_{j\ge k}c_ju_j\), for which

\[
x^\dagger Ax=\sum_{j\ge k}\lambda_j|c_j|^2\ge\lambda_k\sum_{j\ge k}|c_j|^2=\lambda_k .\qquad\square
\]

If \(\mathcal S\) is the span of \(u_1,\dots,u_k\), the maximum equals \(\lambda_k\). Thus \(\lambda_k\) is the smallest value that the maximum can take over all \(k\)-dimensional subspaces. This is the min-max principle.

### Proof of the theorem

Let \(\mathcal X_k\) be the span of the \(k\) lowest singlet eigenvectors, and define

\[
m_k=\max_{x\in\mathcal X_k,\ \|x\|=1}x^\dagger A^Tx .
\]

Lemma 3 applied to \(A^T\) gives \(m_k\ge\Omega_k^T\). For any unit vector \(x\in\mathcal X_k\), Lemma 2 gives

\[
x^\dagger A^Tx=x^\dagger A^Sx-2x^\dagger Vx\le x^\dagger A^Sx\le\Omega_k^S .
\]

The last step holds because \(x\) contains only singlet eigenvectors with energies up to \(\Omega_k^S\). Taking the maximum over \(x\) yields

\[
\Omega_k^T\le m_k\le\Omega_k^S .\qquad\blacksquare
\]

This is Weyl's inequality for the addition of a positive semidefinite matrix. The sizes of \(D\) and \(W\) play no part in it, and neither does the sign of the excitation energies.

### Corollary 1 (bounds for every rank)

*With \(\lambda_{\min}\) and \(\lambda_{\max}\) the extreme eigenvalues of \(V\),*

\[
\Omega_k^T+2\lambda_{\min}\le\Omega_k^S\le\Omega_k^T+2\lambda_{\max}.
\]

*Proof.* For the lower bound, use \(x^\dagger Vx\ge\lambda_{\min}\) in the preceding proof. This gives \(m_k\le\Omega_k^S-2\lambda_{\min}\), while \(m_k\ge\Omega_k^T\) still holds. For the upper bound, let \(\mathcal Y_k\) be the span of the \(k\) lowest triplet eigenvectors. On its unit vectors \(y^\dagger A^Sy\le\Omega_k^T+2\lambda_{\max}\), and by Lemma 3 the maximum of \(y^\dagger A^Sy\) is at least \(\Omega_k^S\). \(\square\)

If \(V\) has no zero eigenvalue, every singlet therefore lies strictly above the triplet of the same rank.

### Corollary 2 (the lowest pair)

*Let \(x\) and \(y\) be normalized lowest singlet and triplet eigenvectors. Then*

\[
2x^\dagger Vx\ \le\ \Omega_1^S-\Omega_1^T\ \le\ 2y^\dagger Vy .
\]

*The two energies are equal if and only if some lowest triplet eigenvector has zero transition density.*

*Proof.* The variational principle for \(A^T\) with trial vector \(x\) gives

\[
\Omega_1^T\le x^\dagger A^Tx=\Omega_1^S-2x^\dagger Vx .
\]

The one for \(A^S\) with trial vector \(y\) gives

\[
\Omega_1^S\le y^\dagger A^Sy=\Omega_1^T+2y^\dagger Vy .
\]

If \(\rho_y=0\), the upper bound is zero and the energies coincide. Conversely, if they coincide, the lower bound forces \(x^\dagger Vx=0\), hence \(\rho_x=0\) by Lemma 2. Expanding \(x\) in eigenvectors of \(V\) shows that only those with eigenvalue zero occur, so \(Vx=0\). Then \(A^Tx=A^Sx=\Omega_1^Tx\), and \(x\) is itself a lowest triplet eigenvector with zero transition density. \(\square\)

Equality does not require \(V=0\). Consider two transitions with opposite transition densities:

\[
A^T=\begin{pmatrix}2.0&-0.2\\-0.2&2.0\end{pmatrix}\text{eV},\qquad
V=\begin{pmatrix}0.1&-0.1\\-0.1&0.1\end{pmatrix}\text{eV}.
\]

In the combination \((1,1)/\sqrt2\) the densities cancel, and singlet and triplet both lie at 1.8 eV. In \((1,-1)/\sqrt2\) they reinforce each other. There \(V\) has eigenvalue 0.2 eV, which raises the singlet from 2.2 to 2.6 eV.

### Corollary 3 (symmetry sectors)

*If spatial symmetry makes \(A^T\) and \(V\) block diagonal, the ordering by rank holds inside each block.*

*Proof.* A vector supported in one block is also a vector of the full space, so \(x^\dagger Vx\ge0\) holds for it. Each block of \(V\) is therefore positive semidefinite, and the proof of the theorem applies to that block. \(\square\)

## Worked example: an H6 ring

A regular hexagon of hydrogen atoms with side 1.00 Å has three doubly occupied orbitals. In the cc-pVDZ basis there are 30 orbitals, so \(N=3\times27=81\). The quasiparticle energies are linearized \(G_0W_0\) values based on Hartree-Fock, and \(W\) is the static interaction screened in the direct random-phase approximation. The basis is small, so the energies illustrate this model and are not predictions for a measurement. In cc-pVTZ and aug-cc-pVDZ the gap given next becomes 16.68 and 14.32 eV, and the separation of the lowest singlet and triplet goes from 1.78 eV to 1.70 and 1.57 eV. The four lowest triplets move by at most 0.11 eV. In aug-cc-pVDZ the four lowest singlets lie at 9.62, 9.66, 9.66 and 10.02 eV, with a new degenerate pair at ranks 2 and 3. In all three bases the lowest singlet and the lowest triplet differ in symmetry, and the triplet most like the lowest singlet is number 4. The \(G_0W_0\) HOMO-LUMO gap is \(4.22-(-12.78)=17.00\) eV.

The smallest eigenvalue of \(V\) is \(6.3\times10^{-6}\) eV and the largest is 4.65 eV. All are positive, so by Corollary 1 every singlet lies strictly above its triplet, by at most \(2\times4.65=9.30\) eV. The computed differences at equal rank run from 0.46 to 4.50 eV. These numbers depend strongly on the basis. In cc-pVTZ the eigenvalues of \(V\) run from about \(2\times10^{-8}\) to 5.06 eV and the differences from 0.02 to 3.91 eV. In aug-cc-pVDZ the eigenvalues run from about \(1\times10^{-8}\) to 4.73 eV and the differences from 0.02 to 3.13 eV.

The four lowest levels, in eV, are:

| \(k\) | \(\Omega_k^T\) | \(m_k\) | \(\Omega_k^S\) | \(2x^\dagger Vx\), singlet |
|---|---|---|---|---|
| 1 | 8.03 (B3u) | 8.80 | 9.81 (B2u) | 1.00 |
| 2 | 8.48 (B2u) | 8.80 | 10.35 (B3u) | 1.84 |
| 3 | 8.48 (B3u) | 9.49 | 12.91 (B2u) | 3.41 |
| 4 | 8.68 (B2u) | 9.49 | 12.91 (B3u) | 3.41 |

The labels refer to \(D_{2h}\), a subgroup of the ring's full symmetry \(D_{6h}\), with \(z\) normal to the ring and \(x\) through two opposite atoms. Each degenerate pair in the table is one two-dimensional level of \(D_{6h}\), whose components carry the labels B2u and B3u. In each row \(m_k\) separates the triplet from the singlet, as the proof requires. For \(k=1\) the subspace is spanned by one vector, and \(m_1\) is the singlet energy without its exchange part: \(9.805-1.001=8.804\) eV.

**Rank and character differ here.** The lowest triplet is B3u and the lowest singlet is B2u, so their overlap vanishes by symmetry. Their separation is \(9.81-8.03=1.78\) eV, and Corollary 2 brackets it:

\[
1.00\ \text{eV}\le1.78\ \text{eV}\le2.88\ \text{eV}.
\]

The triplet most like the lowest singlet is number 4, with squared overlap 0.996. Measured from that triplet, the singlet lies \(9.81-8.68=1.13\) eV higher. The order of the states changes because exchange raises them by different amounts. The B2u singlet at 9.81 eV carries an exchange energy of 1.00 eV, and the B3u singlet at 10.35 eV carries 1.84 eV. A quoted "singlet-triplet splitting" must therefore say which pairing is meant.

**Sectors.** Within B3u the lowest triplet and singlet lie at 8.03 and 10.35 eV, and within B2u at 8.48 and 9.81 eV. The ordering holds by rank in all eight sectors, as Corollary 3 states.

**The lower bound of Corollary 2 does not extend to higher ranks.** At \(k=7\) the difference between singlet and triplet is 0.54 eV, while the singlet's own exchange energy \(2x^\dagger Vx\) is 1.55 eV. The rank at which the bound first fails depends on the basis: it is \(k=10\) in cc-pVTZ and \(k=11\) in aug-cc-pVDZ. The variational step behind that bound holds for the lowest state, either of the whole matrix or of one sector.

The numerical check also confirms Lemma 1 by diagonalizing the full spin-pair matrix, and Lemma 2 by evaluating the Fourier integral for two vectors.

## Where the proof stops

The proof compares two matrices whose difference is \(2V\). If that difference changes, the conclusion must be examined again.

**Frequency-dependent screening.** If \(W\) depends on the excitation energy, the singlet and the triplet are solved with different matrices. Their difference is

\[
A^S(\Omega^S)-A^T(\Omega^T)=2V-\left[W(\Omega^S)-W(\Omega^T)\right].
\]

The bracket has no fixed sign, so this difference need not be positive semidefinite, and the proof above does not apply to it directly.

A comparison at equal \(\Omega\) still works if both channels use the same Hermitian matrix \(W(\Omega)\). The two matrices then differ by \(2V\), so their ordered eigenvalues satisfy \(\lambda_k^S(\Omega)\ge\lambda_k^T(\Omega)\). An excitation energy is a solution of \(\lambda_k(\Omega)=\Omega\). At a singlet solution \(\Omega^S\) this gives \(\lambda_k^T(\Omega^S)\le\Omega^S\). Suppose that \(W(\Omega)\) is continuous and bounded for all \(\Omega\le\Omega^S\). At sufficiently negative \(\Omega\), \(\lambda_k^T(\Omega)\) lies above \(\Omega\), so the two must meet at or below \(\Omega^S\). A triplet solution of the same rank therefore lies no higher than the singlet. If \(W(\Omega)\) has a pole below \(\Omega^S\), this argument does not apply.

**Double excitations.** Eliminating explicit double excitations adds terms \(K^S\) and \(K^T\) to the two channels. The difference becomes \(2V+K^S-K^T\), and positivity of \(V\) alone no longer decides the order. The theorem is therefore no obstacle to an exact singlet lying below a triplet. It does show that the static Tamm-Dancoff equation, under the stated assumptions, cannot produce such an inversion at equal rank.

**Spin-orbit coupling and open shells.** Spin-orbit coupling mixes the two channels, and an open-shell reference gives the two spins different orbitals or occupations. In both cases Lemma 1 fails, and there are no separate matrices \(A^S\) and \(A^T\) of the form used here.

**A modified exchange kernel.** Lemma 2 needs a non-negative Fourier weight in place of \(4\pi/q^2\). If the weight is set to zero in some region of \(\mathbf q\), then \(V\) stays positive semidefinite and the theorem survives. Equality in Lemma 2 then requires only that \(\tilde\rho_x\) vanish wherever the weight is positive. For Gaussian orbitals this still forces \(\rho_x=0\), provided the weight remains positive on some open set of \(\mathbf q\). The density \(\rho_x\) is a sum of polynomials times Gaussians, so \(\tilde\rho_x\) is analytic in \(\mathbf q\), and an analytic function that vanishes on an open set vanishes everywhere. The equality condition can change if the weight is positive on no open set, or if the Fourier transforms of the transition densities are not analytic. If the weight is negative somewhere, positivity is no longer guaranteed, and the first two-transition model shows what can follow.

## Computed results

```
H6 ring, side 1.00 angstrom, cc-pVDZ, D6h (labels in D2h)
orbitals 30, occupied 3, pairs N = 81
HOMO: HF -12.718 eV, G0W0 -12.784 eV
LUMO: HF 4.737 eV, G0W0 4.220 eV
G0W0 HOMO-LUMO gap: 17.005 eV
smallest eigenvalue of V: 6.27e-06 eV
largest eigenvalue of V: 4.651 eV
x'Vx, lowest singlet: matrix 0.50053 eV, Fourier 0.50053 eV
x'Vx, random vector: matrix 0.67037 eV, Fourier 0.67037 eV
Energies in eV; m_k = largest A_T quotient on k lowest singlets
 k  triplet        m_k     singlet        S-T     2x'Vx(singlet)
 1   8.0272 B3u    8.8042   9.8053 B2u    1.7781   1.0011
 2   8.4807 B2u    8.8042  10.3502 B3u    1.8695   1.8376
 3   8.4807 B3u    9.4925  12.9059 B2u    4.4253   3.4135
 4   8.6750 B2u    9.4925  12.9059 B3u    4.2310   3.4135
 5  14.8597 B1g   16.9548  17.2139 B1g    2.3541   0.2591
 6  14.8597 Ag    16.9548  17.2139 Ag     2.3541   0.2591
 7  16.9046 Ag    17.0384  17.4462 B1g    0.5416   1.5548
 8  16.9822 B1g   17.0384  17.4462 Ag     0.4640   1.5548
smallest S-T difference over all k: 0.46401 eV
largest S-T difference over all k: 4.4962 eV
Lowest triplet and singlet in each symmetry sector (eV)
  Ag    14.8597  17.2139
  B1g   14.8597  17.2139
  B2g   29.0977  31.2061
  B3g   29.0977  31.2061
  Au    36.3688  37.6373
  B1u   33.1411  37.8359
  B2u    8.4807   9.8053
  B3u    8.0272  10.3502
first splitting: lower bound 1.0011 eV, value 1.7781 eV, upper bound 2.8793 eV
squared overlap of singlet 1 with triplet 1: 0.0000
triplet most like singlet 1: number 4, 8.6750 eV, squared overlap 0.9957
indefinite model: V diagonal 0.1 eV, off-diagonal 0.3 eV
  A_T diagonal 2.0, 2.1 eV; lowest triplet 2.0000, singlet 1.6479 eV
dark model: A_T diagonal 2.0, off-diagonal -0.2 eV
  V diagonal 0.1, off-diagonal -0.1 eV
  triplets 1.8000, 2.2000 eV; singlets 1.8000, 2.6000 eV
```
